# Does a DLTS activation energy give the zero-temperature trap level?: a numerical check

```python
"""
Result under test: the slope of a DLTS Arrhenius plot, ln(e/T^2) against 1/kT,
is E_a = dH + E_b, and its intercept gives
    sigma_app = (g_empty/g_filled) * sigma_inf * exp(dS/k).
e          thermal emission rate of a filled electron trap
dG, dH, dS ionisation free energy, enthalpy, entropy (electron to band edge);
           electronic degeneracies g are kept separate
D0         zero-temperature level depth, dG(T=0), zero-point energy included
E_b        capture barrier, -d ln(sigma)/d(1/kT); sigma = capture cross-section
Energies are in eV, all other quantities in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

kB = const.k / const.e                  # eV/K
D0 = 0.475                              # zero-temperature level depth
W_FILLED, W_EMPTY = 0.040, 0.031        # local mode quanta
N_LOCAL = 3                             # number of softened local modes
W_LATTICE, A_BAND = 0.030, 0.075        # lattice quantum, band-edge coupling
BARRIER = 0.080
SIGMA_INF = 1e-19                       # m^2
MASS = 0.3 * const.m_e
G_RATIO = 0.5                           # g_empty / g_filled


def bose(w, T):
    return 1 / np.expm1(w / (kB * T))


def mode_free(w, T):
    """Free energy of an oscillator above its zero-point energy."""
    return kB * T * np.log(-np.expm1(-w / (kB * T)))


def band_free(T):
    return -A_BAND * bose(W_LATTICE, T)


def band_energy(T):
    n = bose(W_LATTICE, T)
    return -A_BAND * (n - W_LATTICE / (kB * T) * n * (n + 1))


def dG(T):
    return D0 + band_free(T) + N_LOCAL * (mode_free(W_EMPTY, T)
                                          - mode_free(W_FILLED, T))


def dH(T):
    return D0 + band_energy(T) + N_LOCAL * (W_EMPTY * bose(W_EMPTY, T)
                                            - W_FILLED * bose(W_FILLED, T))


def dS(T, h=0.01):
    return -(dG(T + h) - dG(T - h)) / (2 * h)


def activation(log_function, T, h=0.05):
    """-d(log_function)/d(1/kT) by central difference."""
    return kB * T**2 * (log_function(T + h) - log_function(T - h)) / (2 * h)


# --- Band prefactor: v*N_c = gamma*T^2, N_c from the density of states ---
gamma = (2 * np.sqrt(3) * (2 * np.pi)**1.5 * MASS * const.k**2 / const.h**3)
T_test = 280.0
kT_J = const.k * T_test
dos_factor = (2 * MASS / const.hbar**2)**1.5 / (2 * np.pi**2)
root_integral = quad(lambda u: np.sqrt(u) * np.exp(-u), 0, np.inf)[0]
Nc_quad = dos_factor * kT_J**1.5 * root_integral
v_rms = np.sqrt(3 * kT_J / MASS)
assert abs(v_rms * Nc_quad / (gamma * T_test**2) - 1) < 1e-6

# --- Band edge as a free energy: many modes, each shifted by -A_BAND/N ---
N_modes = 10**5
w_shifted = W_LATTICE - A_BAND / N_modes
sum_free = N_modes * (mode_free(w_shifted, T_test) - mode_free(W_LATTICE, T_test))
sum_energy = N_modes * (w_shifted * bose(w_shifted, T_test)
                        - W_LATTICE * bose(W_LATTICE, T_test))
# remaining difference is of order 1/N_modes
assert abs(sum_free - band_free(T_test)) < 1e-5
assert abs(sum_energy - band_energy(T_test)) < 1e-5
assert sum_free < 0 < sum_energy

# --- Golden-rule capture and emission with one displaced, softened mode ---
X0 = 2.2                                # displacement, filled-mode length units
size, keep = 300, 100
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
x = (lower + lower.T) / np.sqrt(2)
stiff = W_EMPTY**2 / W_FILLED
x_rel = x - X0 * np.eye(size)
H_empty = (np.diag(W_FILLED * (np.arange(size) + 0.5))
           - 0.5 * W_FILLED * x @ x + 0.5 * stiff * x_rel @ x_rel)
levels, vectors = np.linalg.eigh(H_empty)
E_empty = D0 + levels[:keep] - levels[0]      # electron at the band edge
E_filled = W_FILLED * np.arange(keep)
overlap2 = vectors[:keep, :keep]**2           # [filled level, empty level]
kinetic = np.clip(E_filled[:, None] - E_empty[None, :], 0, None)
weight = overlap2 * np.sqrt(kinetic)          # one-spin density of states


def micro_rates(T):
    """Emission rate, capture coefficient and N_c in common arbitrary units."""
    p_filled = np.exp(-E_filled / (kB * T))
    p_filled /= p_filled.sum()
    p_empty = np.exp(-(E_empty - D0) / (kB * T))
    p_empty /= p_empty.sum()
    Nc = 2 * (kB * T)**1.5 * root_integral    # two spins
    emission = np.sum(p_filled[:, None] * weight)
    capture = 2 * np.sum(p_empty[None, :] * weight
                         * np.exp(-kinetic / (kB * T))) / Nc
    return emission, capture, Nc


def micro_dG(T):
    return D0 + mode_free(W_EMPTY, T) - mode_free(W_FILLED, T)


def micro_barrier(T):
    return activation(lambda t: np.log(micro_rates(t)[1] / np.sqrt(t)), T)


for T in (100.0, 200.0, 300.0):
    em, cap, Nc = micro_rates(T)
    assert abs(em / (cap * Nc) / (0.5 * np.exp(-micro_dG(T) / (kB * T))) - 1) < 1e-6
    slope = activation(lambda t: np.log(micro_rates(t)[0] / t**2), T)
    enthalpy = D0 + W_EMPTY * bose(W_EMPTY, T) - W_FILLED * bose(W_FILLED, T)
    assert abs(slope - enthalpy - micro_barrier(T)) < 1e-5
micro_slope, micro_H = slope, enthalpy        # values at 300 K
micro_ratio = em / (cap * Nc)
Eb_cold, Eb_warm = micro_barrier(100.0), micro_barrier(300.0)
V0 = D0 - (W_EMPTY - W_FILLED) / 2            # difference of potential minima
crossings = np.roots([0.5 * (W_FILLED - stiff), stiff * X0,
                      -V0 - 0.5 * stiff * X0**2])
crossing_height = min(0.5 * stiff * (crossings.real - X0)**2)
assert np.allclose(crossings.imag, 0)
assert Eb_cold < Eb_warm < crossing_height

# --- Simulated DLTS: boxcar signal, peak search, Arrhenius fit ---
t1_list = np.array([1, 2, 5, 10, 20, 50]) * 1e-3
WINDOW_RATIO = 5.0


def simulate_dlts(free_energy, barrier):
    def emission(T):
        return (G_RATIO * SIGMA_INF * gamma * T**2
                * np.exp(-(barrier + free_energy(T)) / (kB * T)))
    grid = np.linspace(150, 420, 541)
    peaks = []
    for t1 in t1_list:
        def signal(T):
            return (np.exp(-emission(T) * t1)
                    - np.exp(-emission(T) * WINDOW_RATIO * t1))
        i = int(np.argmax(signal(grid)))
        assert 0 < i < len(grid) - 1
        found = minimize_scalar(lambda T: -signal(T), method="bounded",
                                bounds=(grid[i - 1], grid[i + 1]),
                                options={"xatol": 1e-8})
        peaks.append(found.x)
    peaks = np.array(peaks)
    rates = np.log(WINDOW_RATIO) / ((WINDOW_RATIO - 1) * t1_list)
    # a flat maximum fixes the peak position only to about 1e-6 K
    assert np.allclose(emission(peaks), rates, rtol=1e-5)
    line = np.polyfit(1 / (kB * peaks), np.log(rates / peaks**2), 1)
    T_mid = 1 / np.mean(1 / peaks)
    return -line[0], np.exp(line[1]) / gamma, T_mid, peaks, rates


Ea, sigma_app, T_mid, peaks, rates = simulate_dlts(dG, BARRIER)
G_mid, H_mid, S_mid = dG(T_mid), dH(T_mid), dS(T_mid)
sigma_mid = SIGMA_INF * np.exp(-BARRIER / (kB * T_mid))
sigma_formula = G_RATIO * SIGMA_INF * np.exp(S_mid / kB)
assert abs(H_mid - (G_mid + T_mid * S_mid)) < 1e-8
# a straight line through a slightly curved plot: sub-meV, per-cent errors
assert abs(Ea - (H_mid + BARRIER)) < 5e-4
assert abs(sigma_app / sigma_formula - 1) < 0.03
assert G_mid < D0 < H_mid

# Control 1: constant entropy changes the prefactor only
S_const = 3 * kB
Ea_const, sig_const, *_ = simulate_dlts(lambda T: D0 - T * S_const, BARRIER)
assert abs(Ea_const - (D0 + BARRIER)) < 1e-5
assert abs(sig_const / (G_RATIO * SIGMA_INF * np.exp(3)) - 1) < 1e-3
# Control 2: without a capture barrier the slope is the enthalpy
Ea_nobar, _, T_nobar, *_ = simulate_dlts(dG, 0.0)
assert abs(Ea_nobar - dH(T_nobar)) < 5e-4

# --- Recovery of dG and D0 from emission and capture at one temperature ---
e_mid = sigma_app * gamma * T_mid**2 * np.exp(-Ea / (kB * T_mid))
G_recovered = kB * T_mid * np.log(G_RATIO * sigma_mid * gamma * T_mid**2 / e_mid)
entropy_area = quad(dS, 5, T_mid)[0]          # entropy is negligible below 5 K
heat_area = quad(lambda T: T * (dS(T + 0.1) - dS(T - 0.1)) / 0.2, 5, T_mid)[0]
D0_recovered = G_recovered + entropy_area
assert abs(G_recovered - G_mid) < 1e-4
assert abs(D0_recovered - D0) < 1e-4
assert abs(heat_area - (H_mid - D0)) < 1e-5

print("MODEL TRAP: INPUTS")
print(f"zero-temperature level depth D0 = {D0:.3f} eV")
print(f"capture barrier E_b = {BARRIER:.3f} eV")
print(f"sigma_inf = {SIGMA_INF:.1e} m^2; g_empty/g_filled = {G_RATIO:.1f}")
print(f"effective mass = {MASS / const.m_e:.2f} electron masses")
print(f"local modes: {N_LOCAL}, filled {W_FILLED:.3f} eV, empty {W_EMPTY:.3f} eV")
print(f"lattice quantum {W_LATTICE:.3f} eV, band coupling a {A_BAND:.3f} eV")
print(f"gamma = {gamma:.4e} m^-2 s^-1 K^-2")
print(f"boxcar time ratio t2/t1 = {WINDOW_RATIO:.0f}")
print("SIMULATED DLTS PEAKS")
for t1, rate, peak in zip(t1_list, rates, peaks):
    print(f"t1 = {t1:.3f} s, e = {rate:.3f} s^-1, peak T = {peak:.2f} K")
print("ARRHENIUS FIT AND ITS PARTS")
print(f"fitted E_a = {Ea:.4f} eV")
print(f"fitted sigma_app = {sigma_app:.3e} m^2")
print(f"mid-plot temperature T_mid = {T_mid:.2f} K")
print(f"kT at T_mid = {kB * T_mid:.5f} eV")
print(f"dG(T_mid) = {G_mid:.4f} eV")
print(f"dH(T_mid) = {H_mid:.4f} eV")
print(f"dS(T_mid) = {S_mid / kB:.3f} k")
print(f"exp(dS/k) = {np.exp(S_mid / kB):.2f}")
print(f"dH + E_b = {H_mid + BARRIER:.4f} eV")
print(f"formula sigma_app = {sigma_formula:.3e} m^2")
print(f"true sigma(T_mid) = {sigma_mid:.3e} m^2")
print(f"sigma_app/sigma(T_mid) = {sigma_app / sigma_mid:.1f}")
print(f"E_a - D0 = {Ea - D0:.4f} eV")
print(f"dH - D0 = {H_mid - D0:.4f} eV")
print(f"D0 - dG = {D0 - G_mid:.4f} eV")
print("CONTROL RUNS")
print(f"constant entropy 3k: E_a = {Ea_const:.4f} eV")
print(f"constant entropy 3k: sigma_app = {sig_const:.3e} m^2")
print(f"no barrier: E_a = {Ea_nobar:.4f} eV")
print(f"no barrier: dH = {dH(T_nobar):.4f} eV at {T_nobar:.2f} K")
print("RECOVERY OF THE LEVEL")
print(f"dG from e and sigma at T_mid = {G_recovered:.4f} eV")
print(f"integral of dS from 0 to T_mid = {entropy_area:.4f} eV")
print(f"recovered D0 = {D0_recovered:.4f} eV")
print(f"BAND EDGE AT {T_test:.0f} K, SUM OVER {N_modes} MODES")
print(f"free-energy shift = {sum_free:.4f} eV")
print(f"energy shift = {sum_energy:.4f} eV")
print("GOLDEN-RULE MODEL, ONE MODE, 300 K")
print(f"dimensionless displacement = {X0:.1f}")
print(f"e/(c N_c) = {micro_ratio:.4e}")
print(f"(1/2)exp(-dG/kT) = {0.5 * np.exp(-micro_dG(300.0) / (kB * 300)):.4e}")
print(f"emission slope = {micro_slope:.4f} eV")
print(f"dH = {micro_H:.4f} eV")
print(f"E_b at 300 K = {Eb_warm:.4f} eV; at 100 K = {Eb_cold:.4f} eV")
print(f"classical crossing height = {crossing_height:.4f} eV")
print("all assertions hold")
```

Running it gives:

```
MODEL TRAP: INPUTS
zero-temperature level depth D0 = 0.475 eV
capture barrier E_b = 0.080 eV
sigma_inf = 1.0e-19 m^2; g_empty/g_filled = 0.5
effective mass = 0.30 electron masses
local modes: 3, filled 0.040 eV, empty 0.031 eV
lattice quantum 0.030 eV, band coupling a 0.075 eV
gamma = 9.7694e+24 m^-2 s^-1 K^-2
boxcar time ratio t2/t1 = 5
SIMULATED DLTS PEAKS
t1 = 0.001 s, e = 402.359 s^-1, peak T = 316.32 K
t1 = 0.002 s, e = 201.180 s^-1, peak T = 307.26 K
t1 = 0.005 s, e = 80.472 s^-1, peak T = 296.01 K
t1 = 0.010 s, e = 40.236 s^-1, peak T = 288.00 K
t1 = 0.020 s, e = 20.118 s^-1, peak T = 280.40 K
t1 = 0.050 s, e = 8.047 s^-1, peak T = 270.91 K
ARRHENIUS FIT AND ITS PARTS
fitted E_a = 0.5858 eV
fitted sigma_app = 8.868e-19 m^2
mid-plot temperature T_mid = 292.34 K
kT at T_mid = 0.02519 eV
dG(T_mid) = 0.4334 eV
dH(T_mid) = 0.5058 eV
dS(T_mid) = 2.875 k
exp(dS/k) = 17.72
dH + E_b = 0.5858 eV
formula sigma_app = 8.862e-19 m^2
true sigma(T_mid) = 4.177e-21 m^2
sigma_app/sigma(T_mid) = 212.3
E_a - D0 = 0.1108 eV
dH - D0 = 0.0308 eV
D0 - dG = 0.0416 eV
CONTROL RUNS
constant entropy 3k: E_a = 0.5550 eV
constant entropy 3k: sigma_app = 1.004e-18 m^2
no barrier: E_a = 0.5033 eV
no barrier: dH = 0.5033 eV at 255.31 K
RECOVERY OF THE LEVEL
dG from e and sigma at T_mid = 0.4334 eV
integral of dS from 0 to T_mid = 0.0416 eV
recovered D0 = 0.4750 eV
BAND EDGE AT 280 K, SUM OVER 100000 MODES
free-energy shift = -0.0304 eV
energy shift = 0.0227 eV
GOLDEN-RULE MODEL, ONE MODE, 300 K
dimensionless displacement = 2.2
e/(c N_c) = 5.9047e-09
(1/2)exp(-dG/kT) = 5.9047e-09
emission slope = 0.5193 eV
dH = 0.4776 eV
E_b at 300 K = 0.0417 eV; at 100 K = -0.0082 eV
classical crossing height = 0.1338 eV
all assertions hold
```
